\section*{Direct transitions and photon momentum in valence photoemission from tungsten and aluminium, part 3}

The text estimates the direct share, the photon-momentum shift and the approach to a density of states in valence photoemission from tungsten and aluminium, for photon energies $E$ from 100 eV to 6 keV and temperatures $T$ of 30 and 300 K.

Atoms of mass $M$, displaced by $\mathbf u_j$, carry orbitals with Fourier transform $\tilde\phi$. The band state is $\mathbf k$, the final plane wave $\mathbf K$, the photon wavevector $\boldsymbol\kappa$; $\mathbf Q=\mathbf K-\boldsymbol\kappa$ equals $\mathbf k+\mathbf G$ in direct transitions. Here $\kappa=E/\hbar c$, $K^2=(2m/\hbar^2)\mathcal T(1+\mathcal T/2mc^2)$, $\mathcal T=E+E_0$, with $E_0$ the depth of the final-band zero below the Fermi level and $2m/\hbar^2=0.2625$ \AA$^{-2}$\,eV$^{-1}$. For $\boldsymbol\kappa\perp\mathbf K$, $Q^2=K^2+\kappa^2$. The emission angle shifts by $\Delta\vartheta=\arcsin(\kappa/K_{\rm vac})$, where $K_{\rm vac}$ has $\mathcal T=E-\Phi$ and $\Phi$ is the work function. The [100] zone boundary is at $2\pi/a$.

The direct fraction is $e^{-2W}$, $2W=Q^2\langle u_x^2\rangle$ (for partly filled bands, the share summed over a zone of $\mathbf Q$). For nearly free initial states $\mathbf G$ replaces $\mathbf Q$. For any linear combination $X$ of harmonic displacements,
\begin{equation}
\langle e^{iX}\rangle=e^{-\langle X^2\rangle/2}.
\label{blochid}
\end{equation}
With $C(l)$ the displacement correlation at separation $\mathbf R_l$ and $D_l=e^{-Q^2[C(0)-C(l)]}$, a function $F$ with lattice harmonics $F_m$ averages to
\begin{equation}
\langle F\rangle_{\mathbf Q}=\sum_{\mathbf k}P(\mathbf k)F(\varepsilon(\mathbf k))=F_0+\sum_{m\neq0}F_m\,D_m\,e^{i\mathbf Q\cdot\mathbf R_m}.
\label{F}
\end{equation}
$P(\mathbf k)$ is the weight of band energy $\varepsilon(\mathbf k)$; for an occupied resolution window $F_0$ is the density of states. Nearest neighbours, at distance $R$, have $D=e^{-2W(1-c)}$, $c=C(R)/C(0)$. The mean recoil energy is
\begin{equation}
E_R=\frac{\hbar^2Q^2}{2M}\simeq\frac mM\,E ,
\label{ER}
\end{equation}
The Debye model (temperature $\Theta$, cutoff $q_D$, $x=\Theta/T$, $y=q_DR$) gives
\begin{equation}
C(R)=\frac{3\hbar^2}{2Mk_B\Theta}\int_0^1d\tau\,\tau\,\coth\frac{x\tau}{2}\,\frac{\sin y\tau}{y\tau}.
\label{CR}
\end{equation}
\begin{equation}
\langle u_x^2\rangle=\frac{3\hbar^2}{Mk_B\Theta}\left[\frac14+\frac{I(x)}{x^2}\right],\qquad I(x)=\int_0^x\frac{\xi\,d\xi}{e^\xi-1}.
\label{u2}
\end{equation}
The bracket is $1/x+x/36-x^3/3600$ for small $x$ and $1/4+\pi^2/6x^2$ for large $x$. Hot and cold limits mean $T\gg\Theta$ and $T\to0$. The closing listing includes earlier checks on a chain, an oscillator and an $8^3$ lattice.

\subsection*{Numbers for tungsten and aluminium}

The masses are the standard atomic weights, 183.84 u and 26.98 u. The lattice constants, $a\approx3.2$ \AA{} for bcc W and $4.0$ \AA{} for fcc Al, and the Debye temperature, $\Theta\approx400$ K for both, are rough recalled sizes; $\Theta=300$ K serves to show the sensitivity. Short-range force-constant models consistent with the elastic constants give displacements close to the $\Theta=400$ K values for Al but near $2.2\times10^{-3}\ \text{\AA}^2$ at 300 K for W, an effective $\Theta$ of about 330 K. The W columns tabulated for 400 K are therefore upper estimates; at 6 keV and 300 K the direct fraction would be about 0.03 instead of 0.08. The values $E_0=10$ eV and $\Phi=4$ eV are round model parameters. With equal $\Theta$ the two metals differ in $\langle u_x^2\rangle$ only through the mass ratio $183.84/26.98=6.81$.

At 6 keV, $\mathcal T=6010$ eV and $K^2=0.2625\times6010\times(1+6010/1021998)\approx1587\ \text{\AA}^{-2}$. With $\kappa=0.5068\times6=3.041\ \text{\AA}^{-1}$, $Q^2\approx1587+9=1596\ \text{\AA}^{-2}$ and $Q=39.95\ \text{\AA}^{-1}$. The zone boundaries are $2\pi/a=1.963$ and $1.571\ \text{\AA}^{-1}$. The columns below give $Q$ and $\kappa$ in \AA$^{-1}$, the shift angle in degrees, and $\kappa a/2\pi$.
\begin{center}
\begin{tabular}{rccccc}
$E$/eV & $Q$ & $\kappa$ & $\Delta\vartheta$ & W & Al\\[2pt]
100 & 5.37 & 0.051 & 0.58 & 0.03 & 0.03\\
200 & 7.43 & 0.101 & 0.81 & 0.05 & 0.065\\
500 & 11.58 & 0.253 & 1.27 & 0.13 & 0.16\\
1000 & 16.30 & 0.507 & 1.80 & 0.26 & 0.32\\
3000 & 28.19 & 1.520 & 3.10 & 0.77 & 0.97\\
6000 & 39.95 & 3.041 & 4.38 & 1.5 & 1.9
\end{tabular}
\end{center}
The shift reaches a tenth of $2\pi/a$ at $0.1\times1.963/0.5068=0.39$ keV for W and at 0.31 keV for Al. At 6 keV the shift of $4.4^\circ$ exceeds the $2.8^\circ$ (W) and $2.3^\circ$ (Al) subtended by $2\pi/a$. The geometry changes $2W$ by at most about $2\times3.041/39.83=0.15$ of its perpendicular value at 6 keV and $2\times0.051/5.37=0.02$ at 100 eV. The recoil energy rises from 0.3 to 18 meV for W and from 2 to 124 meV for Al over the range.

With $\hbar^2/(\mathrm u\,k_B)=48.51$ K\,\AA$^2$, the prefactor in (\ref{u2}) is $3\times48.51/(183.84\times400)=1.979\times10^{-3}\ \text{\AA}^2$ for W and $3\times48.51/(26.98\times400)=13.485\times10^{-3}\ \text{\AA}^2$ for Al. At 300 K, $x=4/3$ and the bracket is $0.7500+0.0370-0.0007=0.786$. At 30 K, $x=40/3$ and the bracket is $0.2500+0.0093=0.259$. The products are $\langle u_x^2\rangle=1.556\times10^{-3}$ and $0.513\times10^{-3}\ \text{\AA}^2$ for W, and $10.60\times10^{-3}$ and $3.50\times10^{-3}\ \text{\AA}^2$ for Al. The integral (\ref{CR}) gives $c=0.385$ and $0.187$ for W at 300 and 30 K, and $0.367$ and $0.167$ for Al, each between its hot and cold limits.

For W at 300 K and 6 keV, $2W=1596\times1.556\times10^{-3}=2.48$, $e^{-2W}=0.083$, and $D=e^{-2.48\times0.615}=0.22$. The direct fraction $e^{-2W}$ over the range is
\begin{center}
\begin{tabular}{rcccc}
$E$/eV & W, 30 K & W, 300 K & Al, 30 K & Al, 300 K\\[2pt]
100 & 0.985 & 0.96 & 0.90 & 0.74\\
200 & 0.97 & 0.92 & 0.825 & 0.56\\
500 & 0.93 & 0.81 & 0.63 & 0.24\\
1000 & 0.87 & 0.66 & 0.40 & 0.06\\
3000 & 0.67 & 0.29 & 0.06 & $2\times10^{-4}$\\
6000 & 0.44 & 0.08 & 0.004 & $4\times10^{-8}$
\end{tabular}
\end{center}
and the contrast factor $D$ is
\begin{center}
\begin{tabular}{rcccc}
$E$/eV & W, 30 K & W, 300 K & Al, 30 K & Al, 300 K\\[2pt]
100 & 0.99 & 0.97 & 0.92 & 0.82\\
200 & 0.98 & 0.95 & 0.85 & 0.69\\
500 & 0.95 & 0.88 & 0.68 & 0.41\\
1000 & 0.90 & 0.78 & 0.46 & 0.17\\
3000 & 0.72 & 0.47 & 0.10 & 0.005\\
6000 & 0.51 & 0.22 & 0.01 & $2\times10^{-5}$
\end{tabular}
\end{center}
The smallest entries mean only that the factor is negligible: for Al at 300 K and 6 keV the exponent is 16.9, so a change of ten per cent in $\langle u_x^2\rangle$ changes $e^{-2W}$ by a factor $e^{1.7}$. The zero-point ceiling at 6 keV follows from the bracket $1/4$. For W, $1596\times1.979\times10^{-3}/4=0.79$ and $e^{-0.79}=0.45$; for Al, $1596\times13.485\times10^{-3}/4=5.38$ and $e^{-5.38}=0.005$. At 30 K both metals are already close to these ceilings, and no cooling restores direct transitions in Al at 6 keV in this model.

The choice between $\mathbf Q$ and $\mathbf G$ is illustrated for Al at 300 K with emission along [001]. At 100 eV, $Q^2=28.9\ \text{\AA}^{-2}$ and the nearest reciprocal vector has $G^2=39.5\ \text{\AA}^{-2}=(4\times1.571\ \text{\AA}^{-1})^2$, giving factors 0.74 and 0.66. At 1000 eV, $Q^2=265.6$ and $G^2=246.7\ \text{\AA}^{-2}$ give 0.060 and 0.073. Relative to $Q^2$ the difference in the exponent falls from 37 to 7 per cent. Relative to $e^{-Q^2\langle u_x^2\rangle}$ the difference in the factor rises from 11 to about 22 per cent, because the absolute change of the exponent, $10.6\times0.0106=0.11$ and $18.9\times0.0106=0.20$, is governed by $2\mathbf k\cdot\mathbf G$, whose range grows with $G$. The sign follows that of $\mathbf k\cdot\mathbf G$, except where $-k^2<2\mathbf k\cdot\mathbf G<0$, and depends on where the direct point falls in the zone, which these rough inputs do not fix reliably.

\subsection*{Marker energies}

Setting $e^{-Q^2\langle u_x^2\rangle}=f$ and keeping only $Q^2\simeq(2m/\hbar^2)(E+E_0)$ gives
\begin{equation}
E^*\simeq\frac{\hbar^2}{2m}\,\frac{\ln(1/f)}{\langle u_x^2\rangle}-E_0 .
\label{Estar}
\end{equation}
For $D=f$, $\langle u_x^2\rangle$ is replaced by $(1-c)\langle u_x^2\rangle$. The full expression is $(\hbar cQ)^2=2mc^2\mathcal T+\mathcal T^2+E^2$. The two dropped terms add about $2E^2$ to $2mc^2\mathcal T$, so (\ref{Estar}) lies above the exact root by about $E^{*2}/mc^2$. For W at 300 K and $f=0.1$, $2.3026/(0.2625\times1.556\times10^{-3})-10=5627$ eV against the root 5566 eV. For W at 30 K the estimate is 17089 eV and the root 16553 eV; the gap of 536 eV, 3 per cent of the root, equals $16553^2/510999$.

Three thresholds mark the gradual change. At $e^{-2W}=0.5$ direct transitions cease to dominate. At $e^{-2W}=0.1$ the sharp peak carries a tenth of the weight. It still stands higher than the background whenever the resolution window around it holds less than about a ninth of the background weight, so its visibility depends on the resolution. At $D=0.1$ the nearest-neighbour harmonic of the whole spectrum, direct peak and background together, has fallen to a tenth, and this is the marker adopted here for the approach to a density of states. It refers to that one harmonic. The direct peak still carries the weight $0.1^{1/(1-c)}$, between about 0.02 and 0.06 for the values of $c$ found here, which has to be compared with $F_0$, of the order of the resolution divided by the bandwidth. For a nearest-neighbour fcc band 11 eV wide with the Debye correlations of Al at 300 K and a resolution of 0.5 to 1 eV, the intensity in the brightest direction at $D=0.1$ is still about 1.5 to 4 times $F_0$, depending on the energy in the band, and it comes within about 15 per cent of $F_0$ only near $D=0.01$, at roughly twice the photon energy. The marker is thus a lower estimate of the energy at which the spectrum equals a density of states. The roots in keV for $\Theta=400$ K, with $\Theta=300$ K in parentheses, are
\begin{center}
\begin{tabular}{lccc}
 & $e^{-2W}=0.5$ & $e^{-2W}=0.1$ & $D=0.1$\\[2pt]
W, 30 K & 5.1 (3.7) & 17 (12) & 20 (15)\\
W, 300 K & 1.7 (0.96) & 5.6 (3.2) & 9.0 (5.3)\\
Al, 30 K & 0.74 (0.54) & 2.5 (1.8) & 3.0 (2.2)\\
Al, 300 K & 0.24 (0.13) & 0.82 (0.46) & 1.3 (0.75)
\end{tabular}
\end{center}
The ratios follow (\ref{Estar}). Between the metals, $(1681+10)/(239+10)=6.8$ is the mass ratio. Between the last two columns, for Al at 300 K, $(1295+10)/(816+10)=1.58=1/(1-0.367)$. At 30 K the same factor is only about 1.2, because zero-point motion is less correlated. Lowering $\Theta$ from 400 to 300 K raises $\langle u_x^2\rangle$ of W by $2.711/1.556=1.74$ at 300 K, near the hot scaling $(4/3)^2=1.78$, and by $0.703/0.513=1.37$ at 30 K, near the cold scaling $4/3$. This sensitivity to $\Theta$ is larger than the $\mathbf Q$-versus-$\mathbf G$ and geometry effects on the exponent in the keV range, so the markers are good to a factor between about 1.3 and 1.8 at best. Below 1 keV the $\mathbf Q$-versus-$\mathbf G$ difference is comparable and adds to this: over emission directions in Al, $G^2/Q^2$ runs from about 0.7 to 1.4 at 0.24 keV and from 0.5 to 1.6 at 0.13 keV. The last column also carries the uncertainty of $c$ discussed at the end.

Within this model aluminium at 300 K passes from the first marker to the last between about 0.2 and 1.3 keV for $\Theta=400$ K (0.13 and 0.75 keV for $\Theta=300$ K), and cooling to 30 K moves that window to about 0.7 to 3 keV (0.5 to 2.2 keV). In tungsten at 300 K the direct fraction halves near 1.7 keV (0.96 keV); whether it reaches $D=0.1$ by 6 keV depends on $\Theta$ (and on $c$), since the marker lies at 9.0 keV for 400 K and at 5.3 keV for 300 K. Tungsten at 30 K does not reach that marker in the range for either $\Theta$. In W the photon shift passes a tenth of $2\pi/a$ at 0.39 keV, well below the energy at which the direct fraction halves, so bands are measured over a wide range in which $\boldsymbol\kappa$ has to be subtracted. In Al at 300 K the direct fraction $e^{-Q^2\langle u_x^2\rangle}$ halves at 0.24 keV for $\Theta=400$ K and at 0.13 keV for $\Theta=300$ K, in both cases before the shift reaches a tenth of $2\pi/a$ at 0.31 keV.

\subsection*{Where the estimate fails}

Near 100 eV the electrons escape from the outermost few layers. Surface atoms have fewer neighbours, and a softer binding would raise $\langle u_x^2\rangle$ and lower the direct fraction below the bulk figure; the size of this effect is not computed here. At the same energies $E_0$ makes up $10/110$ of $2W$, and the plane-wave final state is least reliable. Multiple scattering adds paths in which the electron changes direction at other atoms, each with its own momentum transfer and its own displacement factor, so a single $Q$ no longer describes the amplitude and the phonon-assisted intensity may keep an angular structure that (\ref{F}) does not contain.

With several orbitals per atom, the $l=0$ term of the same algebra weights the on-site density matrix of the orbitals with products of their $\tilde\phi(\mathbf Q)$, so the limit is a matrix-element-weighted density of states and not the bare one. In a real lattice the correlation of neighbours depends on the direction of $\mathbf Q$ relative to the bond, so $D$ differs from bond to bond and the most correlated pair need not be the nearest one; in W with $\mathbf Q$ along [001] it can be the second-neighbour pair. The Debye value of $c$ is also high on average: short-range force-constant models consistent with the elastic constants give a bond average near 0.27 at 300 K and 0.12 at 30 K for both metals, which at fixed $\langle u_x^2\rangle$ lowers the $D=0.1$ markers by about 15 per cent at 300 K. At temperatures where anharmonicity matters, (\ref{blochid}) acquires higher cumulants, starting at $Q^4$ in the direct fraction, where the odd ones change only the phase of the amplitude, and in general at $Q^3$ in $D_l$, because inversion through the midpoint of a pair leaves $\mathbf u_j-\mathbf u_{j'}$ unchanged, while (\ref{ER}) is unaffected. Finally, the fraction $e^{-2W}$ says how much direct intensity exists and not whether it can be seen. The angle subtended by $2\pi/a$ shrinks to between two and three degrees at 6 keV, and an analyser that accepts a comparable angle averages the phases $e^{i\mathbf Q\cdot\mathbf R_m}$ in (\ref{F}) over those directions, which reduces the in-plane harmonics even for a rigid lattice. A uniform acceptance $\Delta K$ along $x$ multiplies a harmonic by $\sin\eta/\eta$ with $\eta=\Delta K\,R_x/2$; for $\Delta K=2\pi/a$ this is $2/\pi$ at $R_x=a/2$ and zero at $R_x=a$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
1/(hbar c) = 0.5068 1/A per keV; 2m/hbar^2 = 0.2625 1/(A^2 eV); mc^2 = 510999 eV
hbar^2/(u kB) = 48.51 K A^2; model E0 = 10 eV, work function = 4 eV
quadrature/formula amplitude: rel err 3e-15; unshifted/shifted peak 6e-17
oscillator (q=2.5, T=1.5): harmonic <e^iqx> 0.00775, recoil 3.1250 (natural units)
quartic: <e^iqx> 0.1535 vs Gaussian 0.2137, recoil 3.1250
8^3 lattice, c = 0.197: 2W, coherent, exp(-2W), centroid/eps, D, distance to DOS
   0.6931  0.5004  0.5000  0.5733  0.5731  0.5099
   2.3026  0.1002  0.1000  0.1579  0.1573  0.1290
  12.0000  0.0000  0.0000  0.0003  0.0001  0.0012
W: M=183.84 u, a~3.2 A (rough), 2pi/a=1.963 1/A, qD=1.535 1/A, qD*R=4.253, c hot 0.401 cold 0.160
Al: M=26.98 u, a~4.0 A (rough), 2pi/a=1.571 1/A, qD=1.547 1/A, qD*R=4.375, c hot 0.384 cold 0.139
W T=30 K, Theta~400 K (rough): u2=0.513e-3 A^2, c=0.187
W T=300 K, Theta~400 K (rough): u2=1.556e-3 A^2, c=0.385
Al T=30 K, Theta~400 K (rough): u2=3.496e-3 A^2, c=0.167
Al T=300 K, Theta~400 K (rough): u2=10.604e-3 A^2, c=0.367
E/eV  K  kappa  Q (1/A) | shift/deg | kappa/(2pi/a) W Al | E_R/meV W Al
  100   5.37 0.051   5.37 | 0.58 | 0.026 0.032 | 0.3 2.2
  200   7.42 0.101   7.43 | 0.81 | 0.052 0.065 | 0.6 4.3
  500  11.57 0.253  11.58 | 1.27 | 0.129 0.161 | 1.5 10.4
 1000  16.29 0.507  16.30 | 1.80 | 0.258 0.323 | 3.0 20.6
 3000  28.15 1.520  28.19 | 3.10 | 0.774 0.968 | 9.0 61.6
 6000  39.83 3.041  39.95 | 4.38 | 1.549 1.936 | 18.1 123.6
E/eV  2W [W30 W300 Al30 Al300] | exp(-2W) [same order]
  100 0.015 0.045 0.101 0.306 | 0.985 0.956 0.904 0.736
  200 0.028 0.086 0.193 0.585 | 0.972 0.918 0.825 0.557
  500 0.069 0.209 0.468 1.421 | 0.934 0.812 0.626 0.242
 1000 0.136 0.413 0.929 2.816 | 0.873 0.661 0.395 0.0598
 3000 0.408 1.237 2.778 8.426 | 0.665 0.29 0.0622 0.000219
 6000 0.819 2.484 5.579 16.923 | 0.441 0.0834 0.00378 4.47e-08
E/eV  D = exp(-2W(1-c)) [W30 W300 Al30 Al300]
  100 0.988 0.973 0.919 0.824
  200 0.977 0.949 0.852 0.691
  500 0.946 0.88 0.677 0.407
 1000 0.895 0.775 0.462 0.168
 3000 0.718 0.467 0.099 0.00484
 6000 0.514 0.217 0.00961 2.24e-05
marker energies/eV: exp(-2W)=0.5, exp(-2W)=0.1 (linear estimate), D=0.1
W T=30 K Theta=400 K u2=0.513e-3 A^2 c=0.187: 5087, 16553 (17089), 20232
W T=300 K Theta=400 K u2=1.556e-3 A^2 c=0.385: 1681, 5566 (5627), 8994
Al T=30 K Theta=400 K u2=3.496e-3 A^2 c=0.167: 744, 2487 (2500), 2987
Al T=300 K Theta=400 K u2=10.604e-3 A^2 c=0.367: 239, 816 (817), 1295
W T=30 K Theta=300 K u2=0.703e-3 A^2 c=0.205: 3719, 12178 (12468), 15235
W T=300 K Theta=300 K u2=2.711e-3 A^2 c=0.392: 962, 3206 (3226), 5256
Al T=30 K Theta=300 K u2=4.790e-3 A^2 c=0.186: 541, 1815 (1821), 2229
Al T=300 K Theta=300 K u2=18.473e-3 A^2 c=0.374: 133, 464 (465), 748
W: T=0 ceiling exp(-2W) at 6 keV = 0.454; kappa=0.1*2pi/a at 387 eV; 2pi/a spans 2.83 deg at 6 keV
Al: T=0 ceiling exp(-2W) at 6 keV = 0.00461; kappa=0.1*2pi/a at 310 eV; 2pi/a spans 2.26 deg at 6 keV
Al 300 K 100 eV [001]: Q^2=28.9, G^2=39.5 1/A^2; exp(-Q^2u2)=0.736, exp(-G^2u2)=0.658
Al 300 K 1000 eV [001]: Q^2=265.6, G^2=246.7 1/A^2; exp(-Q^2u2)=0.060, exp(-G^2u2)=0.073
\end{verbatim}
